# The Johnson-Lippmann Operator and Supersymmetry of the Dirac-Coulomb Problem, part 1

(Sections cited here and not found follow in the second part.)

## 1. The conserved operator and its algebra

Numerical integration of the radial Dirac equation for one electron bound to a point charge $Z=80$ places the $2s_{1/2}$ and $2p_{1/2}$ levels at the same energy, $E-c^2=-904.84778\ E_h$. The two values come from two different pairs of differential equations and differ by $5\times10^{-9}\ E_h$, while the $2p_{3/2}$ level lies $87.040\ E_h$ higher. The $3s_{1/2}$ and $3p_{1/2}$ levels coincide in the same way, and so do $3p_{3/2}$ and $3d_{3/2}$, but $1s_{1/2}$ and $2p_{3/2}$ have no partner. Rotational symmetry cannot produce this pattern, because the members of each pair have opposite parity and no rotation connects them. A further conserved operator is needed, one that reverses parity, keeps $j$, and gives zero on the unpaired states.

### Hamiltonian and the operator $K$

We use Hartree atomic units, in which $\hbar=m=e=1$ and $c$ is the inverse fine-structure constant. The nucleus is a point charge of infinite mass, and there are no radiative corrections. The Dirac matrices are written as products of two commuting sets. The spin matrices $\boldsymbol\Sigma$ are block diagonal, with the Pauli matrices $\boldsymbol\sigma$ in both blocks. The matrix $\beta$ is $+1$ on the upper block and $-1$ on the lower one, and $\rho_1=\gamma^5$ exchanges the blocks. Thus $\beta^2=\rho_1^2=1$, $\beta\rho_1=-\rho_1\beta$, both commute with $\boldsymbol\Sigma$, and $\boldsymbol\alpha=\rho_1\boldsymbol\Sigma$. The Hamiltonian is

$$H=c\rho_1\,\boldsymbol\Sigma\cdot\mathbf p+\beta c^2-\frac{Z}{r},\qquad a\equiv\frac{Z}{c}.\tag{1}$$

All operator identities below are identities between differential operators at $r>0$. The origin is treated separately, with the radial equations.

From $\Sigma_i\Sigma_j=\delta_{ij}+i\epsilon_{ijk}\Sigma_k$ it follows, for vector operators $\mathbf U,\mathbf V$ that commute with $\boldsymbol\Sigma$ and with their order kept, that

$$(\boldsymbol\Sigma\cdot\mathbf U)(\boldsymbol\Sigma\cdot\mathbf V)=\mathbf U\cdot\mathbf V+i\boldsymbol\Sigma\cdot(\mathbf U\times\mathbf V).\tag{2}$$

Define

$$\Lambda=\boldsymbol\Sigma\cdot\mathbf L+1,\qquad K=\beta\Lambda,\qquad S=\boldsymbol\Sigma\cdot\hat{\mathbf r}.\tag{3}$$

Equation (2) gives $S^2=1$. Let $\mathbf V$ be $\hat{\mathbf r}$ or $\mathbf p$. Both obey $[L_j,V_k]=i\epsilon_{jkl}V_l$, and both have $\mathbf L\cdot\mathbf V=\mathbf V\cdot\mathbf L=0$, because in $\hat{\mathbf r}\cdot\mathbf L$ and $\mathbf L\cdot\mathbf p$ the symbol $\epsilon_{ijk}$ is contracted with two commuting parallel vectors, and the two orders differ by $[L_i,V_i]=i\epsilon_{iil}V_l=0$. The cross products combine into a commutator, $(\mathbf L\times\mathbf V+\mathbf V\times\mathbf L)_i=\epsilon_{ijk}[L_j,V_k]=i\epsilon_{ijk}\epsilon_{jkl}V_l=2iV_i$. Adding (2) in the two orders gives $\{\boldsymbol\Sigma\cdot\mathbf L,\boldsymbol\Sigma\cdot\mathbf V\}=i\cdot2i\,\boldsymbol\Sigma\cdot\mathbf V=-2\boldsymbol\Sigma\cdot\mathbf V$, and the unit term in $\Lambda$ contributes $+2\boldsymbol\Sigma\cdot\mathbf V$. Hence

$$\{\Lambda,S\}=0,\qquad\{\Lambda,\boldsymbol\Sigma\cdot\mathbf p\}=0.\tag{4}$$

The operator $\Lambda$ acts on angles and spin, so it commutes with $\beta$, $\rho_1$, $\partial_r$ and every function of $r$.

The operator $K$ commutes with $H$. It passes through $\beta c^2$ and $Z/r$ without change, and in passing through $\rho_1\boldsymbol\Sigma\cdot\mathbf p$ it collects one minus sign from $\beta\rho_1=-\rho_1\beta$ and a second from (4). Its square follows from (2) with $\mathbf L\times\mathbf L=i\mathbf L$, which gives $(\boldsymbol\Sigma\cdot\mathbf L)^2=L^2-\boldsymbol\Sigma\cdot\mathbf L$ and $\Lambda^2=L^2+\boldsymbol\Sigma\cdot\mathbf L+1$. With $\mathbf J=\mathbf L+\boldsymbol\Sigma/2$ one has $J^2=L^2+\boldsymbol\Sigma\cdot\mathbf L+\tfrac34$, so

$$K^2=\Lambda^2=J^2+\tfrac14=(j+\tfrac12)^2.\tag{5}$$

The eigenvalue of $K$ is written $-\kappa$, with $|\kappa|=j+\tfrac12$. For a given $j$ there are two channels, $\kappa=\pm|\kappa|$, and $K$ has no zero eigenvalue. An operator $A$ with $[A,H]=0$ and $\{A,K\}=0$ takes an eigenstate of channel $\kappa$ into a solution of channel $-\kappa$ at the same energy, since $KA\psi=-AK\psi=+\kappa A\psi$. These two conditions define the task.

### Construction of $A$

The polar form of the kinetic operator comes from inserting $S^2=1$ and using (2) with $\hat{\mathbf r}\cdot\mathbf p=-i\partial_r$ and $\hat{\mathbf r}\times\mathbf p=\mathbf L/r$:

$$\boldsymbol\Sigma\cdot\mathbf p=S\Big(-i\partial_r+\frac{i(\Lambda-1)}{r}\Big)=S\Big(p_r+\frac{i\Lambda}{r}\Big),\qquad p_r=-i\Big(\partial_r+\frac1r\Big).\tag{6}$$

The operator $S$ depends on angles and spin alone, so it commutes with $p_r$, and it anticommutes with $\Lambda$. Therefore $(\boldsymbol\Sigma\cdot\mathbf p)S=S(p_r+i\Lambda/r)S=p_r-i\Lambda/r$, while $S(\boldsymbol\Sigma\cdot\mathbf p)=p_r+i\Lambda/r$. The difference is

$$[\boldsymbol\Sigma\cdot\mathbf p,S]=-\frac{2i\Lambda}{r}.\tag{7}$$

A first candidate that anticommutes with $K$ is $S$, which commutes with $\beta$ and anticommutes with $\Lambda$. It is not conserved. It commutes with $\beta$, $\rho_1$ and $1/r$, so only the kinetic term contributes:

$$[H,S]=c\rho_1[\boldsymbol\Sigma\cdot\mathbf p,S]=-\frac{2ic\,\rho_1\Lambda}{r}.\tag{8}$$

A second candidate is built from the Hamiltonian without its mass term,

$$D=H-\beta c^2=c\rho_1\boldsymbol\Sigma\cdot\mathbf p-\frac Zr,\qquad X=\rho_1D=c\,\boldsymbol\Sigma\cdot\mathbf p-\frac{Z\rho_1}{r}.\tag{9}$$

The matrix $\rho_1$ commutes with $D$, so $X$ is Hermitian and $X^2=D^2$. Both terms of $X$ anticommute with $K$, the first through (4) and the second through $\beta\rho_1=-\rho_1\beta$. The commutator of $X$ with $H=D+\beta c^2$ has no part from $D$, since $[D,\rho_1D]=0$. The mass term commutes with $\boldsymbol\Sigma\cdot\mathbf p$, and $[\beta,\rho_1]=2\beta\rho_1$, so $[H,X]=-2Zc^2\beta\rho_1/r$. This has the same radial dependence $1/r$ as (8), and multiplication by the conserved operator $K=\beta\Lambda$ removes the factor $\beta$ and supplies the missing $\Lambda$. Set $B=iKX$. The factor $i$ makes it Hermitian, because $(KX)^\dagger=XK=-KX$. Then

$$[H,B]=iK[H,X]=-2iZc^2\,\beta\Lambda\,\frac{\beta\rho_1}{r}=-\frac{2iZc^2\rho_1\Lambda}{r}.\tag{10}$$

For the combination $S+sB$ with a constant $s$, (8) and (10) give $[H,S+sB]=-2ic\,(1+sZc)\,\rho_1\Lambda/r$. The operator $\rho_1\Lambda/r$ has no zero eigenvalue by (5), so within this family the commutator vanishes for $s=-1/(Zc)$ and for no other value. The result is the Johnson-Lippmann operator,

$$A=\boldsymbol\Sigma\cdot\hat{\mathbf r}-\frac{i}{Zc}\,K\rho_1\,(H-\beta c^2).\tag{11}$$

The product $Zc=ac^2$ is an energy, so $A$ is dimensionless. The cancellation depends on the shape of the potential. The $1/r$ in (8) is geometric and comes from the polar form (6), whereas the $1/r$ in (10) is the potential. For a potential $V(r)$ in place of $-Z/r$ in both $H$ and $X$, the right side of (10) becomes $2ic^2V\rho_1\Lambda$, and a constant $s$ cancels (8) only if $V\propto1/r$.

The remaining properties follow term by term. Both $S$ and $B$ are Hermitian. Both anticommute with $K$, the second because $K(KX)=-KXK$. The operators $S$, $K$ and $X$ are scalar products or functions of $r$ times $\beta$ or $\rho_1$, so they commute with $\mathbf J$. The parity operator is $\Pi=\beta\mathcal P$, where $\mathcal P$ sends $\mathbf r\to-\mathbf r$. Under it $S$ and $\boldsymbol\Sigma\cdot\mathbf p$ are odd through $\mathcal P$, the term $\rho_1/r$ is odd through $\beta$, and $K$ is even. In total,

$$A^\dagger=A,\quad[H,A]=0,\quad\{K,A\}=0,\quad[\mathbf J,A]=0,\quad\{\Pi,A\}=0.\tag{12}$$

The operator is a conserved pseudoscalar.

### The square of $A$

With $A=S-B/(Zc)$ and $S^2=1$, the square is $A^2=1-\{S,B\}/(Zc)+B^2/(Zc)^2$. For the last term, $B^2=-KXKX=K^2X^2=K^2D^2$, where $X$ was moved through $K$ at the cost of a sign. For the middle term, $SB=iSKX=-iKSX$, so $\{S,B\}=iK(XS-SX)=iK[X,S]$. The part $\rho_1/r$ of $X$ commutes with $S$, and (7) gives $\{S,B\}=iKc\,(-2i\Lambda/r)=2cK\Lambda/r$. Since $K\Lambda=\beta\Lambda^2=\beta K^2$,

$$A^2=1-\frac{2\beta K^2}{Zr}+\frac{K^2D^2}{(Zc)^2}.\tag{13}$$

The square of the Hamiltonian is $H^2=D^2+c^2\{\beta,D\}+c^4$. The matrix $\beta$ anticommutes with the kinetic part of $D$ and commutes with the potential, so $\{\beta,D\}=-2Z\beta/r$ and $H^2-c^4=D^2-2Zc^2\beta/r$. Multiplying this by $K^2/(Zc)^2$ reproduces the last two terms of (13):

$$A^2=1+\frac{K^2\,(H^2-c^4)}{(Zc)^2}.\tag{14}$$

The relations $[K,H]=0$, (8) and (14), the commutation relations in (12) with $J_x$ and $J_z$ for $\mathbf J$, and the forms (15), (19) and (20) below were tested by applying both sides to explicit four-component spinors, whose components are sums of products of powers of $x,y,z$ and $r$, with $\mathbf p$ and $\mathbf L$ taken from their definitions. The largest difference of the two sides, relative to the larger of them, is $1.0\times10^{-15}$. With the sign of the second term of (11) reversed, $HA\psi$ and $AH\psi$ differ by $0.240$ on the same measure, in the less sensitive of the two parameter sets used.

### Relation to the Runge-Lenz vector

Inserting (9) into (11) gives $A=S-(i/Z)K\boldsymbol\Sigma\cdot\mathbf p+(i/c)K\rho_1/r$. By (4), $\Lambda\,\boldsymbol\Sigma\cdot\mathbf p=\tfrac12[\Lambda,\boldsymbol\Sigma\cdot\mathbf p]$, and (2) turns the commutator into $i\boldsymbol\Sigma\cdot(\mathbf L\times\mathbf p-\mathbf p\times\mathbf L)$. The factor $-i/Z$ times $i/2$ is $1/(2Z)$, so

$$A=\boldsymbol\Sigma\cdot\hat{\mathbf r}+\frac{\beta}{2Z}\boldsymbol\Sigma\cdot(\mathbf L\times\mathbf p-\mathbf p\times\mathbf L)+\frac ic\,\frac{K\rho_1}{r}.\tag{15}$$

For $c\to\infty$ at fixed $Z$ the last term drops out, and on the upper components $\beta=1$. What remains is $-\boldsymbol\sigma\cdot\mathbf M/Z$, where $\mathbf M=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-Z\hat{\mathbf r}$ is the Runge-Lenz vector of the Schrödinger problem. In the same limit put $E=c^2+\mathcal E$ in (14). Then $(E^2-c^4)/c^2=2\mathcal E+\mathcal E^2/c^2\to2\mathcal E$, and with the Bohr energy $\mathcal E=-Z^2/(2n^2)$,

$$A^2\to1-\frac{\kappa^2}{n^2}\qquad(c\to\infty).\tag{16}$$

The vector $\mathbf M$ changes $l$ by one unit and leaves the spin alone, so its components connect different $j$. Its projection on the spin is a scalar under $\mathbf J$ and connects $l=j-\tfrac12$ with $l=j+\tfrac12$ at fixed $j$ and $m$. This projection is what (15) continues to finite $c$, which fits the pattern at the head of the section: levels of equal $n$ and $j$ stay together, while $2p_{1/2}$ and $2p_{3/2}$ are not tied by $A$.

### Radial form

Let $\Omega_\kappa$ be the two-component spin-angular function with given $j,m$ and $(\boldsymbol\sigma\cdot\mathbf L+1)\Omega_\kappa=-\kappa\,\Omega_\kappa$. Since $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$, the case $j=l+\tfrac12$ has $\kappa=-(l+1)$ and the case $j=l-\tfrac12$ has $\kappa=l$. Thus $s_{1/2},p_{1/2},p_{3/2},d_{3/2}$ have $\kappa=-1,+1,-2,+2$. By (4), $\boldsymbol\sigma\cdot\hat{\mathbf r}$ reverses the sign of $\kappa$, it preserves $j,m$, and its square is one; the relative phase is chosen so that $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_\kappa=-\Omega_{-\kappa}$. An eigenfunction of $K$ with eigenvalue $-\kappa$ is

$$\psi_\kappa=\frac1r\begin{pmatrix}P\,\Omega_\kappa\\ iQ\,\Omega_{-\kappa}\end{pmatrix},\qquad u=\begin{pmatrix}P\\Q\end{pmatrix},\qquad\langle w,u\rangle=\int_0^\infty w\cdot u\,dr,\tag{17}$$

because in the lower block $\beta=-1$ multiplies $\Lambda=+\kappa$. In (6), $p_r(F/r)=-iF'/r$ and $i\Lambda/r$ becomes $-i\kappa/r$, and the final factor $S$ contributes $-1$:

$$\boldsymbol\sigma\cdot\mathbf p\;\frac Fr\,\Omega_\kappa=\frac ir\Big(F'+\frac{\kappa F}{r}\Big)\Omega_{-\kappa}.\tag{18}$$

In $H\psi_\kappa$ the upper block receives $c\,\boldsymbol\sigma\cdot\mathbf p$ of the lower one, which by (18) with $\kappa\to-\kappa$ and $F=iQ$ is $-c(Q'-\kappa Q/r)\Omega_\kappa/r$. The lower block receives $ic(P'+\kappa P/r)\Omega_{-\kappa}/r$, whose factor $i$ is the one displayed in (17). For a potential $V(r)$,

$$H_\kappa u=\begin{pmatrix}(c^2+V)P+c\,(-Q'+\kappa Q/r)\\ c\,(P'+\kappa P/r)+(V-c^2)Q\end{pmatrix}.\tag{19}$$

The action of $A$ is found in the same way, and the result has the form (17) with $\kappa\to-\kappa$. The term $S$ gives the radial pair $(-P,-Q)$. In $X$ the operator $\boldsymbol\Sigma\cdot\mathbf p$ acts within each block. It gives $i(P'+\kappa P/r)\Omega_{-\kappa}/r$ above and $-(Q'-\kappa Q/r)\Omega_\kappa/r$ below, and the latter equals $i$ times the radial function $i(Q'-\kappa Q/r)$. The matrix $\rho_1$ puts $iQ\,\Omega_{-\kappa}/r$ above and $P\,\Omega_\kappa/r$ below, with radial functions $iQ$ and $-iP$. The radial pair of $X\psi_\kappa$ is therefore $i\,[c(P'+\kappa P/r)-ZQ/r]$ and $i\,[c(Q'-\kappa Q/r)+ZP/r]$. On this function $K=+\kappa$, and the prefactor $-i\kappa/(Zc)$ times $i$ is $\kappa/(Zc)$. The map from channel $\kappa$ to channel $-\kappa$ is

$$A_\kappa u=-u+\frac\kappa Z\Big(u'+\frac{M_\kappa u}{r}\Big),\qquad M_\kappa=\begin{pmatrix}\kappa&-a\\a&-\kappa\end{pmatrix}.\tag{20}$$

Direct multiplication gives $M_\kappa^2=(\kappa^2-a^2)\,1$ and $M_{-\kappa}=-M_\kappa^{\rm T}$. We write $\gamma=\sqrt{\kappa^2-a^2}$, so that $M_\kappa$, which is traceless, has eigenvalues $\pm\gamma$.

### Behaviour at the origin

The formal relations (12) and (14) constrain the spectrum only if $A$ maps admissible eigenfunctions into admissible ones. This needs checking, because (20) contains $u'$ and $u/r$. Insert $u=r^{g}v\,[1+O(r)]$ with a constant vector $v=(v_P,v_Q)$ into $H_\kappa u=Eu$ with $V=-Z/r$. The terms of order $r^{g-1}$, divided by $c$, are $(g+\kappa)v_P-av_Q=0$ from the lower row and $av_P+(g-\kappa)v_Q=0$ from the upper row with its sign reversed. Together they read

$$(g+M_\kappa)\,v=0,\qquad g=\pm\gamma,\qquad\frac{v_Q}{v_P}=\frac{g+\kappa}{a}.\tag{21}$$

We assume $a<\sqrt3/2$, so that $\gamma>\tfrac12$ in every channel. The solution $r^{-\gamma}$ is then not square integrable, and the admissible solution is the regular one, $g=+\gamma$. For $\sqrt3/2<a<1$ both solutions of the channels $|\kappa|=1$ are square integrable and a boundary condition has to be added; with the choice $r^{+\gamma}$ the results below for the point nucleus carry over, but wherever the exponent $-\gamma$ is excluded it is then this condition that excludes it, not square integrability. In that range the function (26) with $g=-\gamma$, $\kappa=-1$ is square integrable, has $E=-\gamma c^2$, and is removed by the boundary condition alone. For $a>|\kappa|$ the exponent is imaginary, no solution is singled out at the origin, and the argument fails.

The matrix in the indicial condition (21) is the matrix in (20). The term of order $r^{\gamma-1}$ in $A_\kappa u$ is $(\kappa/Z)(\gamma+M_\kappa)v\,r^{\gamma-1}=0$, so $A_\kappa u=O(r^\gamma)$. For $r>0$ the function $A_\kappa u$ solves the equation of channel $-\kappa$ at the same $E$, by $[H,A]=0$. It contains no $r^{-\gamma}$ part, and it decays exponentially at infinity when $u$ and $u'$ do. It is therefore either zero or a bound eigenfunction of $H_{-\kappa}$.

Hermiticity needs a partial integration. From (20), $A_{-\kappa}w=-w-(\kappa/Z)(w'-M_\kappa^{\rm T}w/r)$. In $\langle w,A_\kappa u\rangle-\langle A_{-\kappa}w,u\rangle$ the terms $-w\cdot u$ cancel, the matrix terms cancel because $(M^{\rm T}w)\cdot u=w\cdot Mu$, and the derivative terms form a total derivative:

$$\langle w,A_\kappa u\rangle-\langle A_{-\kappa}w,u\rangle=\frac\kappa Z\,\big[\,w\cdot u\,\big]_0^\infty.\tag{22}$$

For bound eigenfunctions the boundary term behaves as $r^{2\gamma}$ at the origin and vanishes, so $A_{-\kappa}$ is the adjoint of $A_\kappa$ on these functions. The corresponding identity for (19), in which the terms without derivatives form a symmetric matrix and cancel, is

$$w\cdot H_\kappa y-y\cdot H_\kappa w=c\,\frac{d}{dr}\,(w_Qy_P-w_Py_Q).\tag{23}$$

If $w$ and $y$ are bound eigenfunctions of one channel with one energy, the left side is zero, and the determinant $w_Qy_P-w_Py_Q$ is constant. It vanishes at infinity, hence everywhere, and two solutions of a first-order linear system with vanishing determinant are proportional. For fixed $\kappa$ and $m$ a bound level is therefore nondegenerate.

## 2. Zero modes, pairing of levels and breaking of the symmetry

The following is taken from the first half. In Hartree units $H=c\rho_1\boldsymbol\Sigma\cdot\mathbf p+\beta c^2-Z/r$, $a=Z/c<\sqrt3/2$, $K=\beta(\boldsymbol\Sigma\cdot\mathbf L+1)$ has eigenvalue $-\kappa$ with $|\kappa|=j+\tfrac12$, $S=\boldsymbol\Sigma\cdot\hat{\mathbf r}$ and $\gamma=\sqrt{\kappa^2-a^2}$. The operator $A=S-iKX/(Zc)$ with $X=c\boldsymbol\Sigma\cdot\mathbf p-Z\rho_1/r$ commutes with $H$ and $\mathbf J$, anticommutes with $K$, and obeys (14), $A^2=1+K^2(H^2-c^4)/(Zc)^2$. On radial pairs $u=(P,Q)$ it acts as $A_\kappa u=-u+(\kappa/Z)(u'+M_\kappa u/r)$, equation (20), with $M_\kappa^2=\gamma^2$. It takes a bound eigenfunction of the radial Hamiltonian $H_\kappa$ of (19) into zero or a bound eigenfunction of $H_{-\kappa}$, its adjoint is $A_{-\kappa}$ by (22), and each channel is nondegenerate by (23).

This part has constructed the conserved operator $A$ and shown that it takes a bound state of channel $\kappa$ either into zero or into a bound state of channel $-\kappa$ at the same energy. It remains to find which states $A$ annihilates, to derive the spectrum and the supersymmetric pairing of levels, and to see, with $Z=80$ as the example, how a departure from the Coulomb potential splits the pairs.

Numerical values quoted here were computed with a short program.
